# Lloyd's averaged Green function for Cauchy disorder, and localization: a program that tests the result

```python
"""
Lloyd model: H = H0 + sum_i eps_i |i><i|, eps_i Cauchy distributed, half width gamma.
Result under test: <G(z)> = (z + i gamma - H0)^(-1) for Im z > 0.
For the nearest-neighbour chain with hopping V the growth rate (Lyapunov
exponent) lam of solutions at energy E obeys
  4 V cosh(lam) = sqrt((2V+E)^2+gamma^2) + sqrt((2V-E)^2+gamma^2),
and equals the Thouless integral of the mean density of states rho.
Shared disorder (one shift for all sites, or one energy per column of a square
lattice) has the same <G> but extended states.
Energies are in units of V, lengths in lattice spacings.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

V = 1.0
rng = np.random.default_rng(12345)


def chain(n):
    return V * (np.eye(n, k=1) + np.eye(n, k=-1))


def resolvents(h0, site_energies, z):
    """Resolvent for each row of site energies."""
    n = len(h0)
    a = np.broadcast_to(z * np.eye(n) - h0, (len(site_energies), n, n)).copy()
    idx = np.arange(n)
    a[:, idx, idx] -= site_energies
    return np.linalg.inv(a)


def cauchy_nodes(m, width):
    """Equal-weight nodes: eps = width*tan(angle), angle uniform."""
    return width * np.tan(np.pi * ((np.arange(m) + 0.5) / m - 0.5))


def product_grid(nodes, dim):
    return np.stack(np.meshgrid(*[nodes] * dim, indexing="ij"), -1).reshape(-1, dim)


# ---- averaged resolvent on small lattices, by quadrature over the disorder ----
g_small, e_small, eta = 1.0, 0.4, 1.0
z = e_small + 1j * eta
h3 = chain(3)
clean3 = np.linalg.inv((z + 1j * g_small) * np.eye(3) - h3)
G = resolvents(h3, product_grid(cauchy_nodes(64, g_small), 3), z)
mean_ind = G.mean(axis=0)
sq_ind = np.mean(np.abs(G[:, 0, 2]) ** 2)
del G
shift = cauchy_nodes(400, g_small)
G = resolvents(h3, np.repeat(shift[:, None], 3, axis=1), z)
mean_shift = G.mean(axis=0)
sq_shift = np.mean(np.abs(G[:, 0, 2]) ** 2)
err_ind = np.abs(mean_ind - clean3).max()
err_shift = np.abs(mean_shift - clean3).max()
assert err_ind < 1e-8 and err_shift < 1e-8
assert abs(sq_ind / sq_shift - 1) > 0.02

# two columns of three sites, one random energy per column
h_cols = np.kron(chain(2), np.eye(3)) + np.kron(np.eye(2), chain(3))
cols = np.repeat(product_grid(cauchy_nodes(200, g_small), 2), 3, axis=1)
mean_cols = resolvents(h_cols, cols, z).mean(axis=0)
clean_cols = np.linalg.inv((z + 1j * g_small) * np.eye(6) - h_cols)
err_cols = np.abs(mean_cols - clean_cols).max()
assert err_cols < 1e-8


def mean_log_end_to_end(n_nodes):
    """<ln|G_13|> for independent sites.

    The integrand has logarithmic singularities at both ends of the angle
    range; x = (3s - s^3)/2 crowds the Gauss nodes there and weakens them.
    """
    s, w = np.polynomial.legendre.leggauss(n_nodes)
    x = 0.5 * (3 * s - s**3)
    w_site = 0.5 * w * 1.5 * (1 - s**2)
    eps_grid = product_grid(g_small * np.tan(0.5 * np.pi * x), 3)
    weights = np.prod(product_grid(w_site, 3), axis=1)
    g13 = resolvents(h3, eps_grid, z)[:, 0, 2]
    return np.sum(weights * np.log(np.abs(g13)))


log_mean = np.log(abs(clean3[0, 2]))
mean_log_coarse, mean_log = mean_log_end_to_end(30), mean_log_end_to_end(60)
assert abs(mean_log - log_mean) < 1e-4

print("Energies in units of V, lengths in lattice spacings")
print(f"Small lattices: gamma = {g_small} V, z = {e_small} + {eta} i V")
print(f"<G_13> independent sites = {mean_ind[0, 2]:.6f} 1/V")
print(f"<G_13> common shift      = {mean_shift[0, 2]:.6f} 1/V")
print(f"clean G_13 at z+i*gamma  = {clean3[0, 2]:.6f} 1/V")
print(f"largest errors: indep {err_ind:.1e}, shift {err_shift:.1e}, "
      f"columns {err_cols:.1e} 1/V")
print(f"<|G_13|^2>: independent {sq_ind:.6f}, common shift {sq_shift:.6f} 1/V^2")
print(f"|<G_13>|^2 = {abs(clean3[0, 2])**2:.6f} 1/V^2")
print(f"<ln|V G_13|> = {mean_log:.5f}, ln|V <G_13>| = {log_mean:.5f}")
print(f"  difference with 30 nodes {abs(mean_log_coarse - log_mean):.1e}, "
      f"with 60 nodes {abs(mean_log - log_mean):.1e}")

# ---- infinite chain: density of states and growth rate ----
gamma = 0.5
energies = np.array([0.0, 1.0, 2.0, 3.0])


def rho(e):
    zc = e + 1j * gamma
    return -(1 / (np.sqrt(zc - 2 * V) * np.sqrt(zc + 2 * V))).imag / np.pi


def lam_closed(e):
    s = np.hypot(2 * V + e, gamma) + np.hypot(2 * V - e, gamma)
    return np.arccosh(s / (4 * V))


def lam_thouless(e):
    def f(d):
        return (rho(e + d) + rho(e - d)) * np.log(d)
    parts = [(0, 1), (1, 10), (10, np.inf)]
    return sum(quad(f, a, b, limit=200)[0] for a, b in parts) - np.log(V)


# direct recursion for ratios of successive amplitudes
n_chains, n_steps, n_early = 2000, 2000, 500
ratio = np.full((len(energies), n_chains), np.inf)
log_sum = np.zeros_like(ratio)
for step in range(1, n_steps + 1):
    eps = gamma * rng.standard_cauchy(n_chains)
    ratio = (energies[:, None] - eps) / V - 1 / ratio
    log_sum += np.log(np.abs(ratio))
    if step == n_early:
        spread_early = (log_sum / step).std(axis=1)
lam_direct = (log_sum / n_steps).mean(axis=1)
spread_late = (log_sum / n_steps).std(axis=1)
assert np.all(np.abs(spread_early / spread_late - 2) < 0.3)

# decay of the clean chain's resolvent at E + i gamma, from the Bloch integral
k = 2 * np.pi * np.arange(4096) / 4096
print(f"Chain: gamma = {gamma} V")
print("E/V   rho*V    lam(Thouless) lam(closed) lam(recursion) decay<G>  1/lam")
for i, e in enumerate(energies):
    lt, lc = lam_thouless(e), lam_closed(e)
    bloch = 1 / (e + 1j * gamma - 2 * V * np.cos(k))
    g5, g6 = [np.mean(bloch * np.exp(1j * k * n)) for n in (5, 6)]
    decay = -np.log(abs(g6 / g5))
    assert abs(np.mean(bloch).imag / -np.pi - rho(e)) < 1e-9
    assert abs(lt - lc) < 1e-6 and abs(decay - lc) < 1e-8
    assert abs(lam_direct[i] - lc) < 5e-3
    print(f"{e:.1f}  {rho(e):.6f}  {lt:.6f}      {lc:.6f}    "
          f"{lam_direct[i]:.4f}         {decay:.6f}  {1/lc:.4f}")
print(f"recursion: {n_chains} chains of {n_steps} sites")
print(f"spread of lam between chains at E = {energies[1]} V: "
      f"{spread_early[1]:.4f} ({n_early} sites), {spread_late[1]:.4f} ({n_steps} sites)")

# common shift: sample exponent is zero whenever E lies in the shifted band
e_ref = 1.0


def outside(u):
    density = gamma / np.pi
    both = 1 / ((e_ref - u) ** 2 + gamma**2) + 1 / ((e_ref + u) ** 2 + gamma**2)
    return density * both * np.arccosh(u / (2 * V))


mean_shift_lam = quad(outside, 2 * V, 10, limit=200)[0]
mean_shift_lam += quad(outside, 10, np.inf, limit=200)[0]
in_band = (np.arctan((2 * V - e_ref) / gamma) + np.arctan((2 * V + e_ref) / gamma)) / np.pi
assert abs(mean_shift_lam - lam_closed(e_ref)) < 1e-6
print(f"common shift, E = {e_ref} V: mean exponent {mean_shift_lam:.6f}, "
      f"probability of zero exponent {in_band:.4f}")

# ---- eigenstates of finite chains: level count and participation number ----
n_samples = 40
part_ind, part_clean = {}, {}
for n in (100, 400):
    values, levels = [], []
    for _ in range(n_samples):
        ev, vec = eigh_tridiagonal(gamma * rng.standard_cauchy(n), V * np.ones(n - 1))
        levels.append(ev)
        values.append((1 / np.sum(vec**4, axis=0))[np.abs(ev) < V])
    part_ind[n] = np.concatenate(values).mean()
    ev, vec = eigh_tridiagonal(np.zeros(n), V * np.ones(n - 1))
    part_clean[n] = (1 / np.sum(vec**4, axis=0))[np.abs(ev) < V].mean()
levels = np.concatenate(levels)
counted = np.mean(np.abs(levels) < V)
predicted = quad(rho, -V, V)[0]
assert abs(counted - predicted) < 0.015
assert part_ind[400] / part_ind[100] < 1.2
assert part_clean[400] / part_clean[100] > 3.5
print(f"fraction of levels with |E| < V: counted {counted:.4f}, from rho {predicted:.4f}")
print(f"participation, |E| < V, {n_samples} samples, 100 and 400 sites:")
print(f"  independent {part_ind[100]:.2f}, {part_ind[400]:.2f} sites; "
      f"common shift {part_clean[100]:.2f}, {part_clean[400]:.2f} sites")

# ---- square lattice: independent sites against one energy per column ----
g2, n_cols, n_samples2 = 6.0, 12, 12
column_sets = g2 * rng.standard_cauchy((n_samples2, n_cols))
part2 = {}
for length in (12, 36):
    h2 = np.kron(chain(n_cols), np.eye(length)) + np.kron(np.eye(n_cols), chain(length))
    for kind in ("independent", "columns"):
        values = []
        for col in column_sets:
            if kind == "columns":
                site = np.repeat(col, length)
            else:
                site = g2 * rng.standard_cauchy(n_cols * length)
            vec = np.linalg.eigh(h2 + np.diag(site))[1]
            values.append(np.mean(1 / np.sum(vec**4, axis=0)))
        part2[kind, length] = np.mean(values)
assert part2["independent", 36] / part2["independent", 12] < 1.3
assert part2["columns", 36] / part2["columns", 12] > 2.5
print(f"Square lattice: gamma = {g2} V, {n_cols} columns, {n_samples2} samples")
print("participation over all states, column length 12 and 36:")
for kind in ("independent", "columns"):
    print(f"  {kind}: {part2[kind, 12]:.2f}, {part2[kind, 36]:.2f} sites")

print("tests ok")
```

Output:

```
Energies in units of V, lengths in lattice spacings
Small lattices: gamma = 1.0 V, z = 0.4 + 1.0 i V
<G_13> independent sites = -0.036295+0.072380j 1/V
<G_13> common shift      = -0.036295+0.072380j 1/V
clean G_13 at z+i*gamma  = -0.036295+0.072380j 1/V
largest errors: indep 6.1e-15, shift 2.0e-16, columns 1.7e-15 1/V
<|G_13|^2>: independent 0.027938, common shift 0.053337 1/V^2
|<G_13>|^2 = 0.006556 1/V^2
<ln|V G_13|> = -2.51368, ln|V <G_13>| = -2.51368
  difference with 30 nodes 2.1e-05, with 60 nodes 1.4e-06
Chain: gamma = 0.5 V
E/V   rho*V    lam(Thouless) lam(closed) lam(recursion) decay<G>  1/lam
0.0  0.154403  0.247466      0.247466    0.2469         0.247466  4.0410
1.0  0.170699  0.281396      0.281396    0.2809         0.281396  3.5537
2.0  0.168084  0.509791      0.509791    0.5099         0.509791  1.9616
3.0  0.037327  0.993730      0.993730    0.9936         0.993730  1.0063
recursion: 2000 chains of 2000 sites
spread of lam between chains at E = 1.0 V: 0.0334 (500 sites), 0.0165 (2000 sites)
common shift, E = 1.0 V: mean exponent 0.281396, probability of zero exponent 0.7998
fraction of levels with |E| < V: counted 0.3204, from rho 0.3193
participation, |E| < V, 40 samples, 100 and 400 sites:
  independent 7.13, 7.49 sites; common shift 67.33, 267.33 sites
Square lattice: gamma = 6.0 V, 12 columns, 12 samples
participation over all states, column length 12 and 36:
  independent: 1.84, 1.82 sites
  columns: 11.06, 31.47 sites
tests ok
```
